# Tensor forms from symmetry: generator constraints, group averages and cubic third-order elasticity: a numerical check

```python
"""Allowed form of a property tensor under a magnetic point group.

Result under test: the tensors invariant under a group are the null space of
the stacked generator constraints D(g) - 1, and equally the range of the group
average P of D(g). For third-order elasticity in m-3m the dimension is six.
Symbols: R orthogonal matrix; theta = -1 if the operation reverses time;
D(g) = det(R)^axial * theta^odd * (R x R x ...), restricted to tensors with
the intrinsic index symmetry; C_IJK third-order elastic constants (Voigt),
derivatives of energy per reference volume by Lagrangian strain eta.
"""
import itertools
import numpy as np
from scipy.constants import e as electron_charge, angstrom
from scipy.optimize import minimize_scalar
from scipy.spatial.transform import Rotation


def rotation(axis, angle):
    axis = np.array(axis, float)
    return Rotation.from_rotvec(angle * axis / np.linalg.norm(axis)).as_matrix()


def close_group(generators):
    elements, waiting = {}, [(np.eye(3), 1)]
    while waiting:
        R, theta = waiting.pop()
        key = (tuple(np.round(R, 6).ravel()), theta)
        if key not in elements:
            elements[key] = (R, theta)
            waiting += [(G @ R, s * theta) for G, s in generators]
    return list(elements.values())


class TensorType:
    """Rank, index exchanges that leave the tensor unchanged, and two flags."""

    def __init__(self, rank, exchanges, axial, odd):
        self.rank, self.axial, self.odd = rank, axial, odd
        self.orbits, seen = [], set()
        for start in itertools.product(range(3), repeat=rank):
            if start in seen:
                continue
            orbit, waiting = set(), [start]
            while waiting:
                index = waiting.pop()
                if index not in orbit:
                    orbit.add(index)
                    waiting += [tuple(index[k] for k in p) for p in exchanges]
            seen |= orbit
            self.orbits.append(sorted(orbit))
        self.multiplicity = np.array([len(o) for o in self.orbits])
        self.basis = np.zeros((3 ** rank, len(self.orbits)))
        for column, orbit in enumerate(self.orbits):
            for index in orbit:
                flat = np.ravel_multi_index(index, (3,) * rank)
                self.basis[flat, column] = 1 / np.sqrt(len(orbit))

    def action(self, R, theta=1):
        K = np.eye(1)
        for _ in range(self.rank):
            K = np.kron(K, R)
        sign = np.sign(np.linalg.det(R)) ** self.axial * theta ** self.odd
        return sign * (self.basis.T @ (K @ self.basis))

    def null_space(self, generators):
        unit = np.eye(len(self.orbits))
        M = np.vstack([self.action(R, th) - unit for R, th in generators])
        _, singular, Vt = np.linalg.svd(M, full_matrices=False)
        return Vt[singular < 1e-9].T, singular

    def reynolds(self, group):
        return sum(self.action(R, th) for R, th in group) / len(group)


# ---------- groups, given by generators (R, theta) ----------
I3 = np.eye(3)
C4z, C2z = rotation([0, 0, 1], np.pi / 2), rotation([0, 0, 1], np.pi)
C3z, C2x = rotation([0, 0, 1], 2 * np.pi / 3), rotation([1, 0, 0], np.pi)
C3d = rotation([1, 1, 1], 2 * np.pi / 3)
GENERATORS = {
    "1": [(I3, 1)],
    "m-3": [(C2z, 1), (C3d, 1), (-I3, 1)],
    "m-3m": [(C4z, 1), (C3d, 1), (-I3, 1)],
    "-43m": [(-C4z, 1), (C3d, 1)],
    "432": [(C4z, 1), (C3d, 1)],
    "-42m": [(-C4z, 1), (C2x, 1)],
    "-3'm'": [(C3z, 1), (C2x, 1), (-I3, -1)],
    "4/mm'm'": [(C4z, 1), (-I3, 1), (-C2x, -1)],
    "m-3m1'": [(C4z, 1), (C3d, 1), (-I3, 1), (I3, -1)],
}
GROUPS = {name: close_group(g) for name, g in GENERATORS.items()}


# ---------- characters from traces only ----------
def s(R):
    return (np.trace(R) ** 2 + np.trace(R @ R)) / 2


def chi_elastic2(R):
    return (s(R) ** 2 + s(R @ R)) / 2


def chi_elastic3(R):
    return (s(R) ** 3 + 3 * s(R) * s(R @ R) + 2 * s(R @ R @ R)) / 6


third = TensorType(6, [(1, 0, 2, 3, 4, 5), (2, 3, 0, 1, 4, 5),
                       (0, 1, 4, 5, 2, 3)], 0, 0)
second = TensorType(4, [(1, 0, 2, 3), (2, 3, 0, 1)], 0, 0)
CASES = [
    ("third-order elastic", third, chi_elastic3, ["1", "m-3", "m-3m"]),
    ("second-order elastic", second, chi_elastic2, ["m-3m"]),
    ("piezoelectric", TensorType(3, [(0, 2, 1)], 0, 0),
     lambda R: np.trace(R) * s(R), ["-43m", "432"]),
    ("optical gyration", TensorType(2, [(1, 0)], 1, 0), s, ["-42m"]),
    ("magnetoelectric", TensorType(2, [], 1, 1),
     lambda R: np.trace(R) ** 2, ["-3'm'"]),
    ("piezomagnetic", TensorType(3, [(0, 2, 1)], 1, 1),
     lambda R: np.trace(R) * s(R), ["4/mm'm'"]),
    ("magnetization", TensorType(1, [], 1, 1), np.trace,
     ["4/mm'm'", "m-3m1'"]),
]
print("property | group | order | axial,odd | components | independent")
for name, kind, character, group_names in CASES:
    for label in group_names:
        group = GROUPS[label]
        N, _ = kind.null_space(GENERATORS[label])
        P = kind.reynolds(group)
        count = np.mean([np.sign(np.linalg.det(R)) ** kind.axial
                         * th ** kind.odd * character(R) for R, th in group])
        assert np.allclose(P, N @ N.T, atol=1e-9)
        assert np.allclose(P @ P, P, atol=1e-9)
        assert abs(count - N.shape[1]) < 1e-9
        print(f"{name} | {label} | {len(group)} | {kind.axial},{kind.odd} | "
              f"{len(kind.orbits)} | {N.shape[1]}")

# ---------- flags against moving charges: only r, v and cross products ----------
rng = np.random.default_rng(7)
print("rank-2 counts for (axial,odd) = (0,0) (1,0) (0,1) (1,1):")
for label in ["-42m", "-3'm'", "4/mm'm'"]:
    counts = []
    for axial, odd in [(0, 0), (1, 0), (0, 1), (1, 1)]:
        kind = TensorType(2, [], axial, odd)
        N, _ = kind.null_space(GENERATORS[label])
        sums = []
        for _ in range(8):
            r, u, w, v = rng.normal(size=(4, 3))
            total = np.zeros((3, 3))
            for R, th in GROUPS[label]:
                ru, rw, rv = R @ u, R @ w, th * (R @ v)
                partner = {(0, 0): ru, (1, 0): np.cross(ru, rw),
                           (0, 1): rv, (1, 1): np.cross(ru, rv)}[axial, odd]
                total += np.outer(R @ r, partner)
            sums.append(kind.basis.T @ total.ravel())
        sums = np.array(sums)
        assert np.linalg.matrix_rank(sums, tol=1e-9) == N.shape[1]
        assert np.allclose(sums @ N @ N.T, sums, atol=1e-9)
        counts.append(N.shape[1])
    print(f"  {label}: {counts}")

# ---------- readable pattern of the third-order elastic tensor ----------
VOIGT = np.array([[1, 6, 5], [6, 2, 4], [5, 4, 3]])
labels = []
for orbit in third.orbits:
    i = orbit[0]
    labels.append("".join(sorted(str(VOIGT[i[k], i[k + 1]]) for k in (0, 2, 4))))
position = {lab: k for k, lab in enumerate(labels)}
weight = np.sqrt(third.multiplicity)


def pattern(N):
    order = np.argsort(labels)
    A, row = (N / weight[:, None]).T[:, order].copy(), 0
    for col in range(A.shape[1]):
        if row == len(A):
            break
        pivot = row + np.argmax(abs(A[row:, col]))
        if abs(A[pivot, col]) < 1e-9:
            continue
        A[[row, pivot]] = A[[pivot, row]]
        A[row] /= A[row, col]
        for other in range(len(A)):
            if other != row:
                A[other] -= A[other, col] * A[row]
        row += 1
    assert np.all((abs(A) < 1e-8) | (abs(A - 1) < 1e-8))
    return [["C" + labels[order[k]] for k in np.flatnonzero(abs(line) > 0.5)]
            for line in A]


N_cubic, singular = third.null_space(GENERATORS["m-3m"])
classes = pattern(N_cubic)
assert [c[0] for c in classes] == ["C111", "C112", "C123", "C144", "C155", "C456"]
print("m-3m third-order elastic pattern:")
for members in classes:
    print("  " + " = ".join(members))
nonzero = sum(len(c) for c in classes)
print(f"m-3m nonzero and zero components: {nonzero}, {len(labels) - nonzero}")
print(f"largest 'zero' singular value below 1e-12: {singular[singular < 1e-9].max() < 1e-12}")
print(f"smallest nonzero singular value: {singular[singular > 1e-9].min():.4f}")
N_m3, _ = third.null_space(GENERATORS["m-3"])
print("m-3 independent constants: " + " ".join(c[0] for c in pattern(N_m3)))

# ---------- isotropy from one extra generator of infinite order ----------
N_iso, _ = third.null_space(GENERATORS["m-3m"] + [(rotation([0, 0, 1], 1.0), 1)])
iso = {lab: (N_iso / weight[:, None])[k] for lab, k in position.items()}
assert N_iso.shape[1] == 3
assert np.allclose(iso["112"], iso["123"] + 2 * iso["144"])
assert np.allclose(iso["155"], iso["144"] + 2 * iso["456"])
assert np.allclose(iso["111"], iso["123"] + 6 * iso["144"] + 8 * iso["456"])
print(f"isotropic independent constants: {N_iso.shape[1]}")

# ---------- third derivatives of an energy, no symmetry used ----------
UNIT_STRAIN = {}
for I, (i, j) in enumerate([(0, 0), (1, 1), (2, 2), (1, 2), (0, 2), (0, 1)], 1):
    U = np.zeros((3, 3))
    U[i, j] += 0.5
    U[j, i] += 0.5
    UNIT_STRAIN[str(I)] = U


def mixed_third(energy, a, b, c, h):
    def central(step):
        return sum(p * q * r * energy(step * (p * a + q * b + r * c))
                   for p, q, r in itertools.product((1, -1), repeat=3)) / (8 * step ** 3)
    return (4 * central(h) - central(2 * h)) / 3


def all_third(energy, h):
    return np.array([mixed_third(energy, *(UNIT_STRAIN[x] for x in lab), h)
                     for lab in labels])


# ---------- six explicit cubic strain energies from bond stretches ----------
def star(k):
    n = [v for v in itertools.product((-1, 0, 1), repeat=3) if np.abs(v).sum() == k]
    return np.array(n) / np.sqrt(k)


def stretch(k, eta):
    n = star(k)
    return np.sum((n @ eta) * n, axis=1)


bond_energies = [
    lambda x: np.sum(stretch(1, x) ** 3),
    lambda x: np.sum(stretch(2, x) ** 3),
    lambda x: np.sum(stretch(3, x) ** 3),
    lambda x: np.sum(stretch(1, x)) ** 3,
    lambda x: np.sum(stretch(1, x)) * np.sum(stretch(1, x) ** 2),
    lambda x: np.sum(stretch(1, x)) * np.sum(stretch(2, x) ** 2),
]
bond_tensors = np.array([all_third(f, 1.0) * weight for f in bond_energies])
assert np.allclose(bond_tensors @ N_cubic @ N_cubic.T, bond_tensors, atol=1e-8)
bond_rank = np.linalg.matrix_rank(bond_tensors, tol=1e-7)
assert bond_rank == N_cubic.shape[1] == 6
print(f"independent tensors from six bond-stretch energies: {bond_rank}")

# ---------- worked example: model fcc crystal ----------
REPULSION, ATTRACTION = 0.1, 1.2        # eV
P_DECAY, Q_DECAY, R0 = 10.0, 3.0, 2.8   # dimensionless, dimensionless, angstrom
half = [v for v in itertools.product(range(-3, 4), repeat=3)
        if sum(v) % 2 == 0 and 0 < np.dot(v, v) <= 8]
BONDS = np.array(half) / 2


def atom_energy(eta, a, bonds):
    r = a * np.sqrt(np.sum((bonds @ (I3 + 2 * eta)) * bonds, axis=1))
    x = r / R0 - 1
    return (REPULSION * np.sum(np.exp(-P_DECAY * x))
            - ATTRACTION * np.sqrt(np.sum(np.exp(-2 * Q_DECAY * x))))


a0 = minimize_scalar(lambda a: atom_energy(0 * I3, a, BONDS), bounds=(3.2, 4.6),
                     method="bounded", options={"xatol": 1e-10}).x
to_GPa = electron_charge / angstrom ** 3 / 1e9 / (a0 ** 3 / 4)
print(f"model: A = {REPULSION} eV, B = {ATTRACTION} eV, p = {P_DECAY}, "
      f"q = {Q_DECAY}, r0 = {R0} angstrom")
print(f"neighbours per atom: {len(BONDS)}")
print(f"zero-pressure lattice parameter: {a0:.4f} angstrom")
print(f"energy per atom: {atom_energy(0 * I3, a0, BONDS):.4f} eV")


def density(eta, bonds=BONDS):
    return to_GPa * atom_energy(eta, a0, bonds)


STEP = 2e-3
C = all_third(density, STEP)
x_crystal = C * weight


def misfit(x, N):
    return np.linalg.norm(x - N @ (N.T @ x)) / np.linalg.norm(x)


assert misfit(x_crystal, N_cubic) < 1e-5
value = {c[0]: C[position[c[0][1:]]] for c in classes}
for name, number in value.items():
    print(f"{name} = {number:.1f} GPa")

# tilted axes: the same algorithm with conjugated generators
Q = rotation([1, 2, 3], 0.7)
x_tilted = all_third(lambda eta: density(eta, BONDS @ Q.T), STEP) * weight
N_tilted, _ = third.null_space([(Q @ R @ Q.T, th) for R, th in GENERATORS["m-3m"]])
# finite-difference truncation is about 1e-6 of the tensor norm
assert N_tilted.shape[1] == 6 and misfit(x_tilted, N_tilted) < 1e-5
assert np.linalg.norm(third.action(Q) @ x_crystal - x_tilted) \
    < 1e-5 * np.linalg.norm(x_tilted)
assert misfit(x_tilted, N_cubic) > 1e-2
visible = np.sum(abs(x_tilted / weight) > 1e-4 * abs(C).max())
print(f"tilt: 0.7 rad about [123]; components above 1e-4 of max |C|: {visible}")
print(f"relative misfit, tilted generators: {misfit(x_tilted, N_tilted):.1e}")
print(f"relative misfit, untilted generators: {misfit(x_tilted, N_cubic):.3f}")

# uniaxial strain along [111]
along = np.ones((3, 3)) / 3
direct = mixed_third(density, along, along, along, STEP)
predicted = (value["C111"] + 6 * value["C112"] + 2 * value["C123"]
             + 12 * value["C144"] + 24 * value["C155"] + 16 * value["C456"]) / 9
assert abs(direct - predicted) < 1e-5 * np.linalg.norm(x_crystal)
print(f"[111] third derivative from six constants: {predicted:.1f} GPa")
print(f"[111] third derivative, direct: {direct:.1f} GPa")
print("every check passed")
```

Running it gives:

```
property | group | order | axial,odd | components | independent
third-order elastic | 1 | 1 | 0,0 | 56 | 56
third-order elastic | m-3 | 24 | 0,0 | 56 | 8
third-order elastic | m-3m | 48 | 0,0 | 56 | 6
second-order elastic | m-3m | 48 | 0,0 | 21 | 3
piezoelectric | -43m | 24 | 0,0 | 18 | 1
piezoelectric | 432 | 24 | 0,0 | 18 | 0
optical gyration | -42m | 8 | 1,0 | 6 | 1
magnetoelectric | -3'm' | 12 | 1,1 | 9 | 2
piezomagnetic | 4/mm'm' | 16 | 1,1 | 18 | 3
magnetization | 4/mm'm' | 16 | 1,1 | 3 | 1
magnetization | m-3m1' | 96 | 1,1 | 3 | 0
rank-2 counts for (axial,odd) = (0,0) (1,0) (0,1) (1,1):
  -42m: [2, 1, 2, 1]
  -3'm': [2, 0, 0, 2]
  4/mm'm': [2, 0, 1, 0]
m-3m third-order elastic pattern:
  C111 = C222 = C333
  C112 = C113 = C122 = C133 = C223 = C233
  C123
  C144 = C255 = C366
  C155 = C166 = C244 = C266 = C344 = C355
  C456
m-3m nonzero and zero components: 20, 36
largest 'zero' singular value below 1e-12: True
smallest nonzero singular value: 1.0000
m-3 independent constants: C111 C112 C113 C123 C144 C155 C166 C456
isotropic independent constants: 3
independent tensors from six bond-stretch energies: 6
model: A = 0.1 eV, B = 1.2 eV, p = 10.0, q = 3.0, r0 = 2.8 angstrom
neighbours per atom: 54
zero-pressure lattice parameter: 3.9059 angstrom
energy per atom: -3.0948 eV
C111 = -1183.8 GPa
C112 = -663.3 GPa
C123 = -87.2 GPa
C144 = -71.9 GPa
C155 = -537.0 GPa
C456 = 13.2 GPa
tilt: 0.7 rad about [123]; components above 1e-4 of max |C|: 56
relative misfit, tilted generators: 1.2e-07
relative misfit, untilted generators: 0.402
[111] third derivative from six constants: -2097.5 GPa
[111] third derivative, direct: -2097.5 GPa
every check passed
```
